Electronic energy loss of a 100 eV silicon recoil in Robinson's fit

**Problem**

A silicon atom in silicon is set moving with kinetic energy E = 100 eV. It shares this energy with other atoms and with electrons. Robinson's fit to Lindhard's theory gives the part that stays in atomic motion, the damage energy, as

T = E/(1 + k g(ε)),

g(ε) = 3.4008 ε^(1/6) + 0.40244 ε^(3/4) + ε,

with ε = E/E_L and k = 0.1337 Z^(1/6) (Z/A)^(1/2). Here Z = 14 is the atomic number and A = 28.085 the atomic mass in mass units. In atomic units the energy scale and the screening length are

E_L = 2Z²/a,  a = (9π²/128)^(1/3)/(√2 Z^(1/3)).

(a) Derive the prefactor of k from Lindhard's electronic stopping cross-section for equal atoms, S_e = 8π Z^(7/6) v/2^(3/2), where v is the speed of the atom.

(b) Evaluate the damage energy and the share of E that the fit gives to electrons.

(c) The electronic stopping is proportional to v, and v is small here. Use the energy balance of the cascade to explain the size of the share.

(d) Decide how far the result can be trusted for real silicon.

The model takes the target as amorphous and the collisions as binary and elastic. It neglects the binding of atoms to their sites, lets electronic stopping act at all speeds, and follows every moving atom to rest.

**Solution**

**(a) The stopping constant**

The scale E_L makes ε the ratio of the centre-of-mass energy E/2 to the Coulomb energy Z²/a. For equal masses, path length is measured in units of 1/(πa²N), with N the atomic density. A stopping cross-section S then becomes the reduced stopping S/(πa²E_L).

Put v = √(2E/M) = √(2E_L ε/M), where M is the atomic mass in electron masses. Since 8√2/2^(3/2) = 4,

S_e/(πa²E_L) = k ε^(1/2),  k = 4 Z^(7/6)/(a² √(M E_L)).

Write a = c/(√2 Z^(1/3)) with c = (9π²/128)^(1/3). Then

a² = c²/(2Z^(2/3)),  E_L = 2^(3/2) Z^(7/3)/c.

Substitution cancels the factor Z^(7/6):

k = 8 Z^(2/3)/(2^(3/4) c^(3/2) √M) = 2^(9/4) Z^(2/3)/(c^(3/2) √M).

Because c^(3/2) = 3π/(8√2), this is

k = [2^(23/4)/(3π)] Z^(2/3)/√M.

One atomic mass unit is about 1823 electron masses, so M = 1823 A, and the numerical factor is 2^(23/4)/(3π√1823) = 0.1337. The remaining factor is Z^(2/3)/A^(1/2) = Z^(1/6)(Z/A)^(1/2), as stated.

**(b) The fit at 100 eV**

The screening length is a = 0.1375 angstrom, which gives E_L = 41066 eV. Hence

ε = 100/41066 = 0.002435,  ε^(1/6) = 0.3668,  k = 0.14655.

The three terms of g, in order, are

g = 1.2474 + 0.0044 + 0.0024 = 1.2542.

The first term supplies nearly all of it. Then k g = 0.14655 × 1.2542 = 0.1838, and

T = 100 eV/1.1838 = 84.5 eV,

(E − T)/E = k g/(1 + k g) = 0.1838/1.1838 = 0.155.

The fit therefore gives about 15.5 eV, or 15.5 percent, to electrons.

**(c) Why the share is not negligible**

*Energy balance.* Let η(ε) be the reduced energy that electrons receive from the whole cascade started by an atom of reduced energy ε. Let W(ε,x) dx be the rate, per unit reduced path, of collisions that transfer a fraction x of its energy. Over a short path dρ the atom gives kε^(1/2) dρ to electrons. It may also collide, after which two atoms move, with energies ε − εx and εx. Adding the outcomes,

η(ε) = kε^(1/2) dρ + dρ ∫₀¹ W [η(ε−εx) + η(εx)] dx + (1 − dρ ∫₀¹ W dx) η(ε − kε^(1/2) dρ).

Expand the last η to first order in dρ, cancel η(ε), and divide by dρ:

kε^(1/2) [1 − η′(ε)] = ∫₀¹ W [η(ε) − η(ε−εx) − η(εx)] dx.

The total collision rate diverges at small x. A small lower cutoff makes the derivation finite, and it can then be removed because the combined bracket makes the last integral converge.

*Nuclear stopping.* Lindhard's one-variable description of Thomas–Fermi scattering, with his function f represented by an analytic fit, has

W = f(ε√x)/(2ε x^(3/2)),

f(q) = λ q^(1/3) [1 + (2λ q^(4/3))^(2/3)]^(−3/2),  λ = 1.309.

The mean energy passed to atoms per unit reduced path is ∫₀¹ W εx dx. With q = ε√x this becomes

s_n = (1/ε) ∫₀^ε f(q) dq.

At small ε the bracket in f tends to 1, so s_n = (3/4)λ ε^(1/3). The ratio of the two stopping powers is then

kε^(1/2)/s_n = (4k/3λ) ε^(1/6).

Electronic stopping does fall with speed, but nuclear stopping falls too. Their ratio varies as the sixth root of the energy, which is the cube root of the speed. This is the origin of the power 1/6 in the fit.

At 100 eV, with the complete f and a density from the rough lattice constant 5.43 angstrom, the electronic stopping is 0.88 eV/angstrom and the nuclear stopping 16.0 eV/angstrom. Their ratio is 0.055. This is well below 0.155, so the moving atom's own stopping ratio does not explain the whole share.

*Leading coefficient.* In the low-energy law f = λq^(1/3),

W = (λ/2) ε^(−2/3) x^(−4/3).

To first order in k, the term η′ on the left can be dropped, because it is itself of order k. Try η = C k ε^p:

kε^(1/2) = (λ/2) C k ε^(p−2/3) I(p),

I(p) = ∫₀¹ x^(−4/3) [1 − (1−x)^p − x^p] dx.

Equal powers of ε require p = 7/6, and equal coefficients require C = 2/[λ I(7/6)].

To find I(p), integrate the part with 1 − (1−x)^p by parts. The boundary term is −3 at x = 1 and vanishes at x = 0, so

∫₀¹ x^(−4/3) [1 − (1−x)^p] dx = −3 + 3p ∫₀¹ x^(−1/3) (1−x)^(p−1) dx = −3 + 3p B(2/3, p),

where B is the beta function. The part with x^p gives 1/(p − 1/3). Thus

I(p) = −3 + 3p B(2/3, p) − 1/(p − 1/3),

I(7/6) = −3 + 4.674 − 1.200 = 0.474,

C = 2/(1.309 × 0.4742) = 3.22.

The first-order share is η/ε = C k ε^(1/6) = 3.222 × 0.14655 × 0.3668 = 0.173.

*Higher orders.* Write η = Σ e_n ε^(1+n/6), starting at n = 1 with e₁ = Ck. The term −kε^(1/2)η′ now couples each power to the next:

e_(n+1) = −2k(1 + n/6) e_n/[λ I(1 + (n+1)/6)].

The second term lowers the share by 1.98 percentage points, from 17.32 to 15.34 percent. Including terms through n = 7 gives 15.51 percent. With the complete f, the balance equation can be solved numerically by expanding η/ε^(7/6) in Chebyshev polynomials of ε^(1/6) and imposing the equation at a set of energies. The result is 15.53 percent.

The fit has a larger leading coefficient, 3.40 instead of 3.22. Its form k g/(1 + k g) = k g − (k g)² + … also has a larger second-order reduction, (0.1838)² = 0.034 instead of 0.020. The first-order and second-order differences, +1.1 and −1.4 percentage points, partly cancel at this energy, and the higher orders remove the rest (third order: 0.62 points in the fit, 0.19 in the series). The close agreement at 100 eV is not typical of the fit's accuracy, as the neighbouring energies show:

- 10 eV: fit 11.1 percent, balance equation 10.9 percent.
- 1000 eV: fit 21.6 percent, balance equation 21.9 percent.

From 100 eV to 10 eV the speed falls by a factor √10 = 3.2, while the fitted share falls only from 15.5 to 11.1 percent.

*Which atoms lose the energy.* Omit η(εx) from the balance, and it counts the loss of the primary atom alone. "Primary" here means the incident atom, even after it has passed most of its energy to another. To first order I(7/6) is replaced by 0.474 + 1.200 = 1.674, so the primary accounts for 0.474/1.674 = 28 percent of the loss. The numerical solution with the complete f gives 4.7 percent of E lost by the primary and 10.8 percent by the atoms set moving after it. Energy passed to another atom is thus not safe from electrons: the new atom pays its own electronic loss, and so do the atoms that it strikes.

*The two limits.* With the fitted f used here, the share tends to zero as E → 0, but only as E^(1/6). This limit belongs to the fitted law q^(1/3), not to the Thomas–Fermi potential itself. For that potential, which falls as r^(−4) at large distance, the local exponent of the nuclear stopping is 0.33 at 100 eV, 0.44 at 1 eV, and tends to 1/2. The stopping ratio then tends to a constant near 0.02. In that regime the trial form η = cε makes the collision bracket vanish and forces c = 1, so a cascade followed all the way to rest would give its energy to electrons. In the opposite formal limit, ε ≫ 1, g approaches ε and T approaches E_L/k, about 280000 eV. Most of any further energy then goes to electrons. This second limit belongs to the formula; velocity-proportional stopping itself fails once the atom is fast enough.

**(d) What this means for real silicon**

The 15.5 percent is a property of the model, and several of its assumptions are weak at 100 eV. One is that collisions are binary: at this energy an atom can interact with more than one neighbour at a time. Three others are examined here.

The first is electronic stopping without a threshold. Let a heavy atom of speed v meet head-on a free electron of speed v_F. In the atom's frame the electron arrives with speed v_F + v and is reflected. In the laboratory it leaves with speed v_F + 2v, so its gain is

½(v_F + 2v)² − ½v_F² = 2v(v + v_F).

Four valence electrons per atom, treated as a free gas of density n, give v_F = (3π²n)^(1/3) = 0.957 atomic units. The silicon atom has v = 0.01198 atomic units. The gain is 0.023 atomic units, or 0.63 eV, below the silicon gap of roughly 1.1 eV. In this estimate the gain reaches the gap only at a recoil energy near 300 eV. This is not a strict threshold, since a crystal can supply momentum and close collisions can promote electrons. It does suggest that the model may charge too much to electrons.

The second is the scattering law. The model's reduced nuclear stopping at 100 eV is 0.131. Integrating classical deflections over impact parameter gives 0.159 for a numerically solved Thomas–Fermi potential, but 0.079 for the universal (ZBL) screening function. If the nuclear collision rate is lowered at all energies by the factor 0.079/0.131, the balance equation gives a share of 24 percent. The universal function was fitted to calculated potentials for many atom pairs. If it is the better description of silicon, this error acts against the first one. The constant factor is a simplification, and 24 percent is not a better prediction. It also hides a stronger effect. In the usual analytic fit, universal nuclear stopping approaches the power E^0.79 as E → 0, and so falls faster than the electronic stopping, which varies as E^(1/2). The ratio of electronic to nuclear stopping then grows without limit as an atom comes to rest, and a cascade followed all the way to rest would give its energy to electrons. With this scattering law the share has a useful meaning only after one chooses an energy below which electronic stopping ends, and it depends strongly on that choice: solving the balance with universal scattering gives about 27 percent for a cutoff of 1 eV and 13 percent for a cutoff of 15 eV. The power 0.79 itself is approached only far below 1 eV; the local exponent is 0.49 at 100 eV and 0.66 at 1 eV.

The third is the neglect of binding. A displacement energy E_d of roughly 15 eV is as large as the entire electronic loss. The model also continues to charge atoms that are too slow to displace others: a 10 eV atom still gives about 1.1 eV to electrons. If electronic stopping is ended at 15 eV, the model's share falls from 15.5 to about 6 percent, so most of the loss is taken from such slow atoms.

For implantation damage, a rough estimate comes from the standard count 0.8T/(2E_d). With E_d held at 15 eV, it gives 0.4 × 84.5/15 = 2.25 displacements. Setting the electronic loss to zero gives 0.4 × 100/15 = 2.67. Within this count, removing the electronic loss altogether raises the result by 0.41 displacements, or 18 percent of the value with loss. This overstates the effect on damage. The damage energy T also excludes what electrons take from atoms already below E_d, and with a sharp threshold those atoms could displace nothing even without that loss. A cascade count with a sharp threshold (no displacement below E_d, one between E_d and 2E_d) rises by only about 4 percent with the model's scattering law, and about 9 percent with the universal potential, when the electronic loss is removed. These are model averages. The rough value of E_d affects both counts in the same proportion only while T exceeds 2E_d/0.8, that is for E_d below about 34 eV. For larger E_d the standard count with loss is fixed at one displacement, and the comparison changes.
